# Negative Hessian Eigenvalues in the BFGS and Bofill Updates

**Question.** A search that approaches a transition state by steps $-B^{-1}g$ needs a model Hessian $B$ with one negative eigenvalue. Can the BFGS update gain and hold such an eigenvalue, what stands in its way, and what does the Bofill mix do differently?

## What a step tells about the curvature

Let $E(x)$ be the energy, $g$ its gradient, $H$ its true Hessian and $B$ a symmetric, nonsingular model of $H$. After a step $s$ the gradient has changed by $y=g(x+s)-g(x)$. Integrating the Hessian along the step gives

$$y=\bar H s,\qquad \bar H=\int_0^1 H(x+ts)\,dt .$$

An update replaces $B$ by a matrix $B_+$ that reproduces this observation, $B_+s=y$, the secant condition. Two numbers and one vector decide what happens:

$$a=s^TBs,\qquad b=s^Ty=s^T\bar Hs,\qquad \xi=y-Bs .$$

Here $a/|s|^2$ is the curvature the model expected along the step, $b/|s|^2$ is the mean curvature that was found, and $\xi$ is the error of the predicted gradient change.

Near a first-order saddle, a step along the transition mode has $b<0$. This is the news a saddle search needs. The secant condition passes it on at once, because $s^TB_+s=s^Ty=b$. The lowest eigenvalue of a symmetric matrix is the minimum of its Rayleigh quotient, so

$$\lambda_{\min}(B_+)\le \frac{b}{|s|^2}. \tag{1}$$

One step with $b<0$ therefore installs a negative eigenvalue, whichever symmetric secant update is used. This includes BFGS, provided that the update is carried out. The difficulty must lie elsewhere.

## The counting rule of BFGS

The BFGS update is

$$B_+=B-\frac{Bs\,s^TB}{a}+\frac{yy^T}{b},\qquad a\neq0,\ b\ne0. \tag{2}$$

To count the negative eigenvalues of $B_+$, write any vector as $v=\alpha s+w$ with $w^TBs=0$. This is possible in one way, since $a\neq0$ means that $s$ itself does not lie in the hyperplane of the vectors $w$. The mixed terms of $v^TBv$ vanish, and

$$v^TBv=a\alpha^2+w^TBw .$$

For $B_+$ we need two products. First, $s^TBv=\alpha a$, so the second term of (2) contributes $-(\alpha a)^2/a=-a\alpha^2$, which cancels the first part of $v^TBv$. Second, $y^Tv=\alpha b+y^Tw=b\beta$ with $\beta=\alpha+y^Tw/b$, so the last term contributes $(b\beta)^2/b=b\beta^2$. Together,

$$v^TB_+v=b\beta^2+w^TBw .$$

Going from $(\alpha,w)$ to $(\beta,w)$ is an invertible linear change of variables. By Sylvester's law of inertia such a change does not alter the number of negative squares in a quadratic form. The part $w^TBw$ is common to both forms; they differ in $a$ against $b$. With $n_-$ the number of negative eigenvalues, and a bracket equal to 1 if its content is true and 0 otherwise,

$$n_-(B_+)=n_-(B)-[a<0]+[b<0]. \tag{3}$$

The change of variables has determinant one, so the same two forms also give $\det B_+=(b/a)\det B$. Rule (3) was tested on 2000 random symmetric matrices of dimension 4, among which all three possible changes, $-1$, $0$ and $+1$, occurred.

## What the safeguard does

A minimizer wants $B$ positive definite, for then the step $s=-B^{-1}g$ has $g^Ts=-g^TB^{-1}g<0$ and points downhill. If $B$ is positive definite, $a>0$, and (3) says that $B_+$ is positive definite if $b>0$ and has one negative eigenvalue if $b<0$. A safeguard that keeps $B$ positive definite is thus to update when $b>0$ and to leave $B$ alone otherwise.

With this safeguard the last bracket in (3) is zero in every update performed. The number of negative eigenvalues can then stay or fall, but it cannot rise:

- A positive definite $B$ remains so for ever. The steps with $b<0$, which carry the news of the transition mode, are the ones thrown away.
- A negative eigenvalue present at the start is lost at the first step with $a<0<b$, and it cannot be regained.
- While steps with $b<0$ are being skipped, the negative eigenvalue survives, but it is frozen: the model learns nothing from them.

In this sense BFGS cannot gain or refine a negative eigenvalue from steps with $b<0$. It is a statement about BFGS *with its safeguard*.

## Why dropping the safeguard is not a full cure

Without the safeguard, (3) lets BFGS gain and keep a negative eigenvalue. The price is a second denominator that can vanish. The first is $b$: even with the safeguard it can be positive and very small, and the last term of (2), whose norm is $|y|^2/b$, is then large unless $|y|^2$ is small as well. The second is $a$. For a positive definite $B$, $a$ is zero for no step but $s=0$. For an indefinite $B$ it vanishes on a whole cone of directions, on which $Bs$ does not vanish.

Take two modes with eigenvalues $\lambda_1<0<\lambda_2$, and let $\theta$ be the angle between $s$ and the transition mode. The model curvature is

$$\kappa(\theta)=\frac{a}{|s|^2}=\lambda_1\cos^2\theta+\lambda_2\sin^2\theta ,$$

which is zero at $\tan^2\theta=|\lambda_1|/\lambda_2$. There $\cos^2\theta=\lambda_2/(|\lambda_1|+\lambda_2)$ and $\sin^2\theta=|\lambda_1|/(|\lambda_1|+\lambda_2)$, so that

$$\frac{|Bs|^2}{|s|^2}=\lambda_1^2\cos^2\theta+\lambda_2^2\sin^2\theta=|\lambda_1|\lambda_2 .$$

Now let the model be good, so that $y\approx Bs$, and write $\bar\kappa=b/|s|^2$ for the true mean curvature. Close to the cone the two corrections in (2) are nearly parallel, and their sum has the size

$$\|B_+-B\|\approx|\lambda_1|\lambda_2\left|\frac1{\bar\kappa}-\frac1\kappa\right|=|\lambda_1|\lambda_2\,\frac{|\kappa-\bar\kappa|}{|\kappa\bar\kappa|}. \tag{4}$$

A small error $\kappa-\bar\kappa$ is harmless where both curvatures are large. Where they are small it is magnified without limit. Moreover, between the direction where $\kappa$ vanishes and the one where $\bar\kappa$ vanishes the two signs differ, and by (3) the number of negative eigenvalues changes. In such a sector an almost perfect model is ruined by a step that contains hardly any new information.

## How the Bofill mix removes the pole

Two other updates obey the secant condition. The symmetric rank-one update (SR1) and the Powell update add to $B$

$$\Delta_{\rm SR1}=\frac{\xi\xi^T}{\xi^Ts},\qquad
\Delta_{\rm P}=\frac{\xi s^T+s\xi^T}{|s|^2}-\frac{(\xi^Ts)\,ss^T}{|s|^4}.$$

Applied to $s$, both give $\xi$, as they must. Neither asks for a sign of $b$. The Bofill update mixes them:

$$\Delta=\phi\,\Delta_{\rm SR1}+(1-\phi)\,\Delta_{\rm P},\qquad \phi=\frac{(\xi^Ts)^2}{|\xi|^2|s|^2}. \tag{5}$$

All three act in the plane of $s$ and $\xi$. Let $\hat s=s/|s|$, let $n$ be a unit vector in this plane normal to $s$, and write $\xi=|\xi|(c\,\hat s+\sigma n)$ with $c^2+\sigma^2=1$. Then $\phi=c^2$. In the basis $(\hat s,n)$ and in units of $|\xi|/|s|$,

$$\Delta_{\rm SR1}\to\frac1c\begin{pmatrix}c^2&c\sigma\\c\sigma&\sigma^2\end{pmatrix}=\begin{pmatrix}c&\sigma\\\sigma&\sigma^2/c\end{pmatrix},$$

$$\Delta_{\rm P}\to\begin{pmatrix}2c&\sigma\\\sigma&0\end{pmatrix}-\begin{pmatrix}c&0\\0&0\end{pmatrix}=\begin{pmatrix}c&\sigma\\\sigma&0\end{pmatrix}.$$

The first row and column are the observation, and they agree. The lower right element is a guess about a direction that was not explored. SR1 guesses $\sigma^2/c$, which diverges when $\xi$ is normal to $s$; Powell guesses zero. The mix gives $c^2\cdot\sigma^2/c=c\sigma^2$. The weight $c^2$ cancels the pole, and for $\xi^Ts=0$ the update is simply Powell's.

The size of the change follows. With $u=\sigma^2$ and $c^2=1-u$, the squared Frobenius norm in the same units is

$$c^2+2\sigma^2+c^2\sigma^4=(1-u)+2u+(1-u)u^2=1+u+u^2-u^3 .$$

Its derivative is $1+2u-3u^2=(1-u)(1+3u)\ge0$ for $0\le u\le1$, so the largest value is 2, reached at $u=1$. Weyl's inequality says that no eigenvalue moves by more than the norm of the added matrix. Hence

$$|\lambda_i(B_+)-\lambda_i(B)|\le\|\Delta\|_F\le\sqrt2\,\frac{|\xi|}{|s|}. \tag{6}$$

This is how the Bofill update holds a negative eigenvalue: the model changes in proportion to its own error of prediction. If every $|\lambda_i(B)|$ exceeds the right side of (6), all signs survive. For an exact starting Hessian $|\xi|/|s|$ shrinks in proportion to the step length, so short steps are safe in every direction.

The condition is sufficient, not an unconditional guarantee. Take $B=\mathrm{diag}(-1,1)$ and a step $s$ along the first axis for which $y=s$ is found, a curvature of $+1$. Then $\xi=2s$, $c=1$, and $B_+$ is the unit matrix. The negative eigenvalue has gone, because the observation contradicted it. In the other direction, (1) brings it back at the first step with $b<0$, which safeguarded BFGS would refuse.

## Why not the Powell update alone?

The Powell update has no pole either. What SR1 offers is that, on a quadratic surface, it keeps what earlier steps have taught. On a quadratic surface let $D=B-H$ be the error, so that $\xi=-Ds$. Insertion gives

$$\text{SR1: } D_+=D-\frac{Ds\,s^TD}{s^TDs},\qquad \text{Powell: } D_+=PDP,\quad P=1-\hat s\hat s^T .$$

Both give $D_+s=0$. If an earlier step $t$ already has $Dt=0$, SR1 keeps it: $D_+t=0$, since $s^TDt=0$. After as many independent steps as there are dimensions the error is zero, if no denominator vanished on the way. Powell's $PDPt$ is in general not zero unless $t$ is normal to $s$, so old knowledge is partly spoiled.

The numbers below use the saddle Hessian of the next section, with elements $-229.26$ ($xx$), $612.61$ ($xy$) and $-31.36$ ($yy$), and a starting model of 500 times the unit matrix. The steps are along $(1,0)$ and then $(1,1)$.

- **Powell.** The first step leaves the $yy$ error, $500+31.36=531.36$. The second projects it on the direction $(1,-1)/\sqrt2$, which halves it to 265.68.
- **Bofill.** In the first step $D\hat s=(729.26,-612.61)$, of length 952.4, so $|c|=0.7657$ and $\sigma^2=0.4137$. The extra element removes $0.7657\times0.4137\times952.4=301.7$ and leaves 229.7. In the second step $c^2=\sigma^2=1/2$. Projection halves the error to 114.8, and the extra element removes half of that, leaving 57.4.
- **SR1.** The error is zero to rounding.

In this example the mix learns more slowly than SR1 and faster than Powell.

## Numbers on the Mueller-Brown surface

The Mueller-Brown surface is a two-dimensional model potential, a sum of four exponentials of quadratic forms, with curved valleys. Its natural units are its own, here e.u. for energy and l.u. for length; curvatures are in e.u./l.u.². The saddle next to the deepest minimum lies at $(-0.8220,\,0.6243)$ l.u., with energy $-40.665$ e.u. and Hessian eigenvalues

$$\lambda_1=-750.86,\qquad\lambda_2=490.24 .$$

**An exact model exposed to short steps.** Let $B$ be the exact Hessian at the saddle, and take steps of 0.01 l.u. in 3600 directions, 0.1° apart. The right side of (6) is at most 62.1, well below 490, so Bofill must keep one negative eigenvalue in all directions, and it does. Its largest change of $B$ is 43.9. For BFGS without the safeguard the largest change is $2.1\times10^6$. That figure depends on how near a grid direction happens to come to a pole, and it is no upper bound.

BFGS keeps the right count in 3561 directions. In 20 it leaves no negative eigenvalue, and in 19 it leaves two. One of the 20 steps, nearly along $-y$, shows the mechanism. The model curvature is $\kappa=-20.42$ and the true one $\bar\kappa=+19.06$. The difference of 39.5 is small against 750 and comes from the anharmonicity over 0.01 l.u. Since $|\lambda_1|\lambda_2=3.68\times10^5$, equation (4) predicts a change of

$$3.68\times10^5\times\frac{39.5}{20.42\times19.06}\approx3.7\times10^4 .$$

The updated eigenvalues are 9.31 and 36 898. Their product also obeys the determinant rule: $-3.681\times10^5\times19.056/(-20.421)=3.435\times10^5$. As $b>0$, this step passes the safeguard, so safeguarded BFGS loses the negative eigenvalue here even though it began with the exact Hessian. Bofill, given the same step, returns $-722.2$ and $504.0$.

The number of damaging directions can be estimated too. At the cone the model curvature changes with angle at the rate $(\lambda_2-\lambda_1)\sin2\theta=2\sqrt{|\lambda_1|\lambda_2}=1213$ per radian. A gap of 39.5 between the two curvatures thus spans $39.5/1213=0.033$ rad, or 1.9°, about 19 grid directions. Reversing a step leaves $\kappa$ unchanged, but the leading anharmonic term in $\bar\kappa$ changes sign. At the opposite end of the line on which $\kappa$ vanishes, the sector therefore covers directions with $\kappa>0$ instead of $\kappa<0$. It is not the first sector reversed but, to leading order, its mirror image in the normal to the line, so both lie in the same half-plane. There $a>0>b$, and a step gains a negative eigenvalue instead. This pairing accounts for the near equality of the counts 20 and 19. In two dimensions the cone consists of two lines, at $+\theta$ and $-\theta$, so there is a second pair of such sectors. The first pair already supplies about 19 directions each, so the second pair can be only about one grid direction wide. The anharmonic gap along that line is small on this surface, which is a property of the example and not a general rule. To leading order the sectors shrink in proportion to the step length: they are narrow for short steps and wide for long ones.

**Searches from a wrong model.** Now start 0.05 l.u. from the saddle along the transition mode. The true eigenvalues there are $-909.3$ and $390.7$. The starting $B$ has the sign of the first one flipped and is positive definite. Each search takes steps $-B^{-1}g$, no longer than 0.1 l.u. Safeguarded BFGS also shortens a step if the energy does not fall enough.

For a displacement $d$ along the mode on a quadratic surface, the gradient is $\lambda_1d$ and the first step is $-\lambda_1d/|\lambda_1|=+d$. The wrong sign drives the search away from the saddle and doubles the distance to 0.10 l.u.; on the real surface it becomes 0.096 l.u. The first step is the same for Bofill and safeguarded BFGS, and its mean curvature is $-911.7$. What they make of it differs:

- **Safeguarded BFGS** discards the observation, as it does in three steps in all. Its $B$ stays positive definite, with a smallest eigenvalue of 12.68 during the run, and after 16 steps it ends in the deep minimum at $-146.70$ e.u.
- **Bofill** accepts it. The lowest eigenvalue of $B$ becomes $-935.6$, below $-911.7$ as (1) demands. The next step turns back and cuts the distance to 0.0205 l.u. After seven steps the saddle is reached, and $B$ has the eigenvalues $-750.83$ and $490.26$.
- **BFGS without the safeguard** has $a>0>b$ in the first step, gains its negative eigenvalue by (3), and reaches the saddle in six steps. Its final gradient, $7.4\times10^{-6}$ e.u./l.u., is just below the tolerance of $10^{-5}$. After six steps it is ahead of Bofill, but the lead depends on the tolerance: at $10^{-6}$ both need seven steps. No eigenvalue of its $B$ exceeds 936 in size, so this path never came close enough to a pole to suffer.

The last result marks the limits of the case against BFGS. From this start the raw formula finds the saddle quickly. One start does not show that it does so reliably, and it has no bound like (6) for the steps that fall near the cone.

The Bofill run also shows what holding does and does not mean. The third and fourth steps have positive mean curvatures, 108 and 121, yet the negative eigenvalue survives them. It is not improved by every step: the third moves it from $-855$ to $-945$, away from the true $-751$, before the fourth brings it to $-745$.

Finally, the update records curvature but does not choose where to look. Started in a convex region with a positive definite $B$, the step $-B^{-1}g$ points downhill for as long as $B$ stays positive definite, though a long step can overshoot and end higher. The Bofill update does not guarantee that $B$ stays positive definite, even when $b>0$. Take the unit matrix for $B$, $s=(1,0)$ and $y=(1,5)$, as found on a convex quadratic surface whose Hessian has the rows $(1,5)$ and $(5,26)$. Here $\xi=(0,5)$ is normal to $s$, and $B_+$ has the rows $(1,5)$ and $(5,1)$, with eigenvalues $-4$ and $6$. This negative eigenvalue comes from the guess about the unexplored direction, not from a transition mode. A search from a convex region should therefore not rely on the update to turn it uphill, but use a step rule that climbs along a chosen mode until some step meets $b<0$. By (1), the Bofill update then gives $B$ a negative eigenvalue. Whether later steps keep it and reach a saddle depends on the surface and on the control of the steps; the update alone guarantees neither. The values used here are collected in the numerical output below.

## Values computed for the example and the checks

```
random tests: 2000 matrices of dimension 4
largest Bofill change / (|xi|/|s|): 1.4142
near-normal xi: SR1 change 1.000e+05, Bofill 1.4142
saddle: x = -0.82200, y = 0.62431 l.u.
saddle energy: -40.6648 e.u.
saddle Hessian xx, xy, yy: -229.26, 612.61, -31.36 e.u./l.u.^2
saddle eigenvalues: -750.86, 490.24 e.u./l.u.^2
transition mode: (-0.7614, 0.6483)
(a) 3600 directions, step length 0.01 l.u.
largest change of B, raw BFGS: 2.098e+06 e.u./l.u.^2
largest change of B, Bofill: 43.92 e.u./l.u.^2
largest bound sqrt(2)|xi|/|s|: 62.11 e.u./l.u.^2
raw BFGS, directions leaving 0 negative: 20
raw BFGS, directions leaving 1 negative: 3561
raw BFGS, directions leaving 2 negative: 19
Bofill, directions leaving 1 negative: 3600
loss step: (-0.000089, -0.010000) l.u.
  model curvature -20.421, true 19.056 e.u./l.u.^2
  BFGS eigenvalues 9.310, 36897.8 e.u./l.u.^2
  Bofill eigenvalues -722.17, 503.97 e.u./l.u.^2
(b) start: (-0.86007, 0.65673) l.u., offset 0.05 l.u.
true eigenvalues at start: -909.30, 390.68 e.u./l.u.^2
step cap 0.1 l.u., gradient tolerance 1e-05 e.u./l.u.
safeguarded BFGS: 16 steps, 3 updates skipped
  end (-0.55822, 1.44173) l.u., E = -146.6995 e.u.
  smallest eigenvalue of B in run: 12.68 e.u./l.u.^2
  true eigenvalues at end: 410.53, 4068.20 e.u./l.u.^2
Bofill: 7 steps, end (-0.82200, 0.62431) l.u.
  step, distance to saddle (l.u.), mean curvature, eigenvalues of B
   1 9.60e-02   -911.69   -935.62    392.44
   2 2.05e-02   -840.58   -854.95    444.81
   3 3.31e-03    107.82   -945.37    414.78
   4 1.41e-03    120.81   -744.86    493.98
   5 1.28e-05    -82.61   -743.21    497.31
   6 3.02e-07    258.96   -750.87    490.24
   7 2.23e-11     89.01   -750.83    490.26
  final eigenvalues of B: -750.83, 490.26 e.u./l.u.^2
raw BFGS: 6 steps, end (-0.82200, 0.62431) l.u.
  final gradient norm 7.4e-06 e.u./l.u.
  largest |eigenvalue| of B: 9.358e+02 e.u./l.u.^2
  negative eigenvalues of B at end: 1
(c) start matrix 500 times unit matrix, error after 2 steps, e.u./l.u.^2
  SR1 4.3e-14, Bofill 57.41, Powell 265.68
```
